\section*{Petermann's Excess Spontaneous-Emission Factor from Non-Orthogonal Laser Modes}

\section*{The cavity}

A laser cavity occupies $0<z<L$ between facets with real, positive amplitude reflectivities $r_1$ (at $z=0$) and $r_2$ (at $z=L$); the power reflectivities are $R_j=r_j^2$. The optical field is written with the time factor $e^{-i\omega t}$ and has slowly varying forward and backward envelopes $A_+(z,t)$ and $A_-(z,t)$, scaled so that $A_\pm^\dagger A_\pm$ is the number of photons per unit length. With group velocity $v$ and net power gain $g$ per unit length,
\begin{equation}
\partial_t A_\pm=\mp v\,\partial_z A_\pm+\tfrac12 vg\,A_\pm+F_\pm ,
\label{eq:wave}
\end{equation}
\begin{equation}
A_+(0)=r_1A_-(0),\qquad A_-(L)=r_2A_+(L).
\label{eq:bc}
\end{equation}
$F_\pm$ is the noise of the medium. The reflectivities do not depend on frequency or angle, and the gain is uniform along $z$ and frozen at its mean value. Vacuum entering through the facets is omitted: it contributes nothing to the normally ordered averages $\langle A^\dagger A\rangle$ used below.

\section*{(a) How strong is the noise of the medium?}

\emph{Let $e$ and $a$ be the coefficients of stimulated emission and band-to-band absorption per unit length. Find $\langle F^\dagger F\rangle$ and relate it to the gain.}

\textbf{Solution.} A travelling mode with mean photon number $n$ gains photons at the rate $ve(n+1)$ and loses them at the rate $van$. Hence
\begin{equation}
\frac{dn}{dt}=v(e-a)n+ve .
\end{equation}
The first term is amplification with material gain $g_m=e-a$. The second remains when $n=0$, so it is supplied by the noise:
\begin{equation}
\langle F_\pm^\dagger(z,t)F_\pm(z',t')\rangle=ve\,\delta(z-z')\delta(t-t').
\label{eq:noise}
\end{equation}
The noises of the two directions are independent. The opposite order gives $\langle FF^\dagger\rangle=va\,\delta\delta$. The commutator of $F$ is then $-v(e-a)\,\delta\delta$, which cancels the growth $+vg_m\delta(z-z')$ that gain alone would give to $[A,A^\dagger]$, as quantum mechanics requires. Internal loss $\alpha_i$ reduces the net gain to $g=g_m-\alpha_i$. At zero temperature of the loss it adds nothing to (\ref{eq:noise}).

Define $n_{sp}=e/(e-a)$, so that $e=n_{sp}g_m$. For band occupations $f_c$, $f_v$ one has $e\propto f_c(1-f_v)$ and $a\propto f_v(1-f_c)$. A Fermi function obeys $f/(1-f)=e^{-(E-\mu)/k_BT}$, so with quasi-Fermi separation $\Delta F$
\begin{equation}
\frac ae=\frac{f_v}{1-f_v}\,\frac{1-f_c}{f_c}=e^{(h\nu-\Delta F)/k_BT},
\qquad
n_{sp}=\frac{1}{1-e^{(h\nu-\Delta F)/k_BT}} .
\label{eq:nsp}
\end{equation}

\section*{(b) How much of the noise drives one mode?}

\emph{Find the adjoint modes of (\ref{eq:wave})--(\ref{eq:bc}) and the rate at which spontaneous emission feeds photons into a single mode.}

\textbf{Solution.} Put $\psi=(A_+,A_-)$, write the noiseless equation as $\partial_t\psi=H\psi$, and use $\langle\phi|\psi\rangle=\int_0^L(\phi_+^*A_++\phi_-^*A_-)\,dz$. Integration by parts gives
\begin{equation}
\langle\phi|H\psi\rangle=v\big[-\phi_+^*A_++\phi_-^*A_-\big]_0^L+\langle H^\dagger\phi|\psi\rangle,
\end{equation}
where $H^\dagger\phi=(v\partial_z\phi_++\frac12vg\phi_+,\,-v\partial_z\phi_-+\frac12vg\phi_-)$. With (\ref{eq:bc}) the boundary terms vanish if
\begin{equation}
\phi_+(L)=r_2\phi_-(L),\qquad \phi_-(0)=r_1\phi_+(0).
\label{eq:adjbc}
\end{equation}
These differ from (\ref{eq:bc}): $H$ is not normal and its modes are not orthogonal. If $u=(A_+,A_-)$ satisfies $Hu=\lambda u$, then
\begin{equation}
w=(A_-^*,A_+^*)
\label{eq:w}
\end{equation}
satisfies (\ref{eq:adjbc}), because $A_-^*(L)=r_2A_+^*(L)$ and $A_+^*(0)=r_1A_-^*(0)$. Its first component gives $v\partial_zA_-^*+\frac12vgA_-^*=\lambda^*A_-^*$, and the second works in the same way, so $H^\dagger w=\lambda^*w$. Evaluating $\langle w_m|Hu_n\rangle$ to the right and to the left gives $(\lambda_n-\lambda_m)\langle w_m|u_n\rangle=0$: modes are orthogonal to the adjoints of the other modes.

Expand $\psi=\sum_nc_nu_n$ with $\langle u_n|u_n\rangle=1$, so that $c_n^\dagger c_n$ counts photons when mode $n$ dominates. Projection on $w_n$ gives
\begin{equation}
\dot c_n=\lambda_nc_n+q_n,\qquad q_n=\frac{\langle w_n|F\rangle}{\langle w_n|u_n\rangle}.
\end{equation}
By (\ref{eq:noise}), with $e$ uniform, $\langle q_n^\dagger(t)q_n(t')\rangle=R_{sp}\,\delta(t-t')$. Restoring an arbitrary normalisation of $u_n$,
\begin{equation}
R_{sp}=v\,n_{sp}g_m\,K,\qquad
K=\frac{\langle u|u\rangle\langle w|w\rangle}{|\langle w|u\rangle|^2}.
\label{eq:K}
\end{equation}
The photon number obeys $d\langle c^\dagger c\rangle/dt=2\,\mathrm{Re}\lambda\,\langle c^\dagger c\rangle+R_{sp}$. The Cauchy--Schwarz inequality gives $K\ge1$, with equality when $w\propto u$, the case of orthogonal modes. $K$ is Petermann's factor.

\section*{(c) What is $K$ in terms of the facet reflectivities?}

\emph{Solve for the longitudinal modes and evaluate (\ref{eq:K}). Examine the limits.}

\textbf{Solution.} Try $A_+=r_1e^{\kappa z}$, $A_-=e^{-\kappa z}$. The condition at $z=0$ holds, and both wave equations give $\lambda=v(g/2-\kappa)$. The condition at $L$ reads $e^{-\kappa L}=r_1r_2e^{\kappa L}$. With $p=r_1r_2$ and $\Lambda=\ln(1/p)$,
\begin{equation}
\kappa_m=\frac{\Lambda/2+i\pi m}{L},\qquad m\ \text{integer}.
\end{equation}
Threshold, $\mathrm{Re}\lambda=0$, requires $g=\Lambda/L\equiv\alpha_m$, the mirror loss. The mode shape does not contain $g$, so in this model $K$ is the same below and at threshold, and the same for each $m$.

The two intensity integrals are
\begin{align}
\int_0^L|A_+|^2dz&=r_1^2L\,\frac{e^{\Lambda}-1}{\Lambda}=\frac{r_1L(1-p)}{r_2\Lambda},\\
\int_0^L|A_-|^2dz&=L\,\frac{1-e^{-\Lambda}}{\Lambda}=\frac{L(1-p)}{\Lambda}.
\end{align}
Their sum is
\begin{equation}
S=\langle u|u\rangle=\langle w|w\rangle=\frac{L(1-p)(r_1+r_2)}{r_2\Lambda}.
\end{equation}
The product $A_+A_-=r_1$ is constant, so $\langle w|u\rangle=2\int_0^LA_+A_-dz=2r_1L$. Therefore $K_z=[S/(2r_1L)]^2$. Since $2\Lambda=\ln[1/(R_1R_2)]$,
\begin{equation}
\boxed{K_z=\left[\frac{(\sqrt{R_1}+\sqrt{R_2})(1-\sqrt{R_1R_2})}{\sqrt{R_1R_2}\,\ln[1/(R_1R_2)]}\right]^2}
\label{eq:Kz}
\end{equation}

Dividing $r_1+r_2$ and $1-p$ each by $\sqrt p$ separates two causes:
\begin{equation}
K_z=\left[\cosh\!\Big(\tfrac12\ln\frac{r_1}{r_2}\Big)\,\frac{\sinh(\Lambda/2)}{\Lambda/2}\right]^2 .
\end{equation}
The first factor measures the asymmetry of the facets, the second the total outcoupling. For equal facets and small $\Lambda$, $\sinh y/y\simeq1+y^2/6$ gives $K_z\simeq1+\Lambda^2/12$: good mirrors restore orthogonality. For $R_1=1$, (\ref{eq:Kz}) becomes $[(1-R_2)/(\sqrt{R_2}\ln(1/R_2))]^2$, which is also the value for two facets of reflectivity $R_2$; a perfect mirror folds a symmetric cavity in half. For $r_2\to0$ at fixed $r_1$, $K_z\simeq1/(4R_2\Lambda^2)$ grows without bound.

The full standing wave is $E=A_+e^{iqz}+A_-e^{-iqz}$, with $q$ the optical wavenumber. When the rapidly oscillating terms average out, $\int E^2dz\simeq2\int A_+A_-dz$ and $\int|E|^2dz\simeq S$, so $K_z=|\int|E|^2dz/\int E^2dz|^2$ to that accuracy.

\section*{(d) Does the medium emit more light?}

\emph{Explain how the photon supply of a mode can exceed the orthogonal-mode value although (\ref{eq:noise}) is unchanged.}

\textbf{Solution.} Unfold the round trip into a path of length $2L$ with mode intensity $I=|A_+|^2$ on the way out and $|A_-|^2$ on the way back. Because $|A_+|^2|A_-|^2=r_1^2$, the path averages are
\begin{equation}
\langle I\rangle=\frac{S}{2L},\qquad
\Big\langle\frac1I\Big\rangle=\frac{S}{2Lr_1^2},\qquad
\langle I\rangle\Big\langle\frac1I\Big\rangle=K_z .
\end{equation}
At threshold, light emitted at path position $\zeta_0$ has been multiplied by $I(\zeta)/I(\zeta_0)$ when it reaches $\zeta$. Averaging over both positions gives $K_z$. Light emitted where the mode is weak is amplified most before it settles into the circulating pattern. At the moment of emission the multiplication is one, so the total instantaneous emission is not enhanced.

In the mode expansion, the drives $q_m$ and $q_n$ are correlated, and these correlations offset the excess in the total emission rate. They have little effect on the stored light near threshold. If $\langle q_m^\dagger(t)q_n(t')\rangle=D_{mn}\delta(t-t')$, the steady state is $\langle c_m^\dagger c_n\rangle=-D_{mn}/(\lambda_m^*+\lambda_n)$. For $m=n$ the denominator tends to zero at threshold, while for $m\ne n$ it stays at least as large as the mode spacing.

This was tested for $r_1=0.7$, $r_2=0.1$. Equation (\ref{eq:Kz}) gives 3.9936. Summing the amplified noise of a discretised cavity just below threshold, with no use of modes, gives an enhancement of 3.9932 in the stored photon number per mode. The response at one line centre gives 3.9932 too.

\section*{(e) What does gain guiding add?}

\emph{Let the gain vary across the stripe as $g(x)=g_0-g_2x^2$, with Henry factor $\alpha$. Find the transverse factor $K_x$.}

\textbf{Solution.} Let $k_0$ be the vacuum wavenumber, $n$ the index and $k=nk_0$. With the factor $e^{-i\omega t}$, gain means a negative imaginary index, $-g/(2k_0)$. Carriers that raise the gain lower the real index by $\alpha g/(2k_0)$. Thus $\delta\tilde n=-(\alpha+i)g/(2k_0)$. To first order the Helmholtz equation for $u(x)e^{i\beta z}$ acquires $2nk_0^2\,\delta\tilde n=-(\alpha+i)kg$:
\begin{equation}
u''-(\alpha+i)k\,g(x)\,u=\mu u,\qquad \mu=\beta^2-k^2 .
\label{eq:trans}
\end{equation}
For $u=e^{-sx^2/2}$, $u''=(s^2x^2-s)u$. The terms in $x^2$ and the constants give
\begin{equation}
s^2=-(\alpha+i)kg_2,\qquad \mu=-s-(\alpha+i)kg_0 .
\end{equation}
The root with $\mathrm{Re}\,s>0$ is bounded. The operator in (\ref{eq:trans}) equals its own transpose, so the adjoint mode is $u^*$ and
\begin{equation}
K_x=\left|\frac{\int|u|^2dx}{\int u^2dx}\right|^2
=\left|\frac{\sqrt{\pi/\mathrm{Re}\,s}}{\sqrt{\pi/s}}\right|^2=\frac{|s|}{\mathrm{Re}\,s}.
\end{equation}
Let $\theta=\operatorname{arccot}\alpha$, between 0 and $\pi/2$. Then $-(\alpha+i)=\sqrt{1+\alpha^2}\,e^{-i(\pi-\theta)}$, $s$ has phase $-(\pi-\theta)/2$, and $\mathrm{Re}\,s=|s|\sin(\theta/2)$. Hence
\begin{equation}
K_x=\frac{1}{\sin(\frac12\operatorname{arccot}\alpha)} .
\label{eq:Kx}
\end{equation}
The strength of the gain curvature has dropped out. The values are 1.414, 2.613 and 6.243 for $\alpha=0,1,3$, and $K_x\to2\alpha$ for large $\alpha$. The excess comes from $\mathrm{Im}\,s$, the wavefront curvature that carries power from the pumped centre outwards. A built-in index guide adds a real positive term to $s^2$; when it dominates, $s$ becomes real and $K_x\to1$.

The modal gain is $-2\,\mathrm{Im}\beta\simeq-\mathrm{Im}\mu/k=g_0+\mathrm{Im}\,s/k$, below the axial gain since $\mathrm{Im}\,s<0$. Multiplying (\ref{eq:trans}) by $u^*$, integrating and taking the imaginary part shows that it is also the average of $g(x)$ over $|u|^2$. This average replaces $g_m$ in (\ref{eq:K}) if the emission is approximated by $e(x)=n_{sp}g(x)$ with uniform $n_{sp}$. The approximation fails in the absorbing wings, where $g<0$ but $e$ cannot be negative; part (g) estimates the effect with an emission that stays positive.

Flat facets reflect each transverse shape unchanged. The cavity mode is then $u(x)A_\pm(z)$, its adjoint is $u^*(x)A_\mp^*(z)$, the integrals in (\ref{eq:K}) factorise, and $K=K_xK_z$.

\section*{(f) How does $K$ enter the linewidth?}

\emph{Derive the linewidth at total output power $P$.}

\textbf{Solution.} Above threshold write $c=\sqrt N\,e^{i\varphi}$. Let $G(t)$ be the small fluctuating net gain rate, and let $q_r,q_i$ be the noise components along and across $c$:
\begin{equation}
\frac{d\ln|c|}{dt}=\frac G2+\frac{q_r}{\sqrt N},\qquad
\frac{d\varphi}{dt}=-\frac{\alpha G}{2}+\frac{q_i}{\sqrt N}.
\end{equation}
Saturation keeps $\ln|c|$ bounded, so over long times $\int\frac12G\,dt\simeq-\int q_r\,dt/\sqrt N$. The phase is then $\int(q_i+\alpha q_r)dt/\sqrt N$. Each component carries half of $R_{sp}$, so $\langle\Delta\varphi^2\rangle=R_{sp}(1+\alpha^2)t/(2N)$. The field correlation decays as $e^{-\langle\Delta\varphi^2\rangle/2}$, and the full width of its Lorentzian spectrum is
\begin{equation}
\Delta\nu=\frac{R_{sp}(1+\alpha^2)}{4\pi N}.
\label{eq:lw}
\end{equation}
Integrating the energy balance of (\ref{eq:wave}) over the cavity equates the net gain $v\alpha_mN$ to the photon flux through the facets. For facets without absorption $P=h\nu\,v\alpha_mN$. With threshold modal gain $g_{th}=\alpha_m+\alpha_i$,
\begin{equation}
\Delta\nu=K\,\frac{n_{sp}\,g_{th}\,\alpha_m\,v^2\,h\nu\,(1+\alpha^2)}{4\pi P}.
\end{equation}
This requires many photons in the mode, a linewidth far below the mode spacing, and a gain fluctuation that is uniform across the stripe. A fluctuation of shape $\delta g(x)$ shifts $\mu$ in (\ref{eq:trans}) by $-(\alpha+i)k\int\delta g\,u^2dx/\int u^2dx$. Since $u$ is complex in a gain guide, the $\alpha$ in $1+\alpha^2$ is then replaced by an effective value, the ratio of the real to the imaginary part of this shift.

\section*{(g) A coated PbTe stripe laser}

\emph{Evaluate the result for a gain-guided PbTe diode laser at 77 K and size what the model leaves out.}

\textbf{Solution.} Rough or assumed inputs are: photon energy 0.22 eV, index 6, group index 7, $L=400\ \mu$m, $\alpha_i=10$ cm$^{-1}$, $\alpha=1$, $\Delta F-h\nu=10$ meV and $P=1$ mW. The gain falls from $g_0$ on axis with $g_2=(g_0+50\ \mathrm{cm^{-1}})/w^2$, $w=25\ \mu$m, where 50 cm$^{-1}$ is an assumed value for the unpumped absorption. One facet is coated to $R_2=0.01$. The high index sets the other: $R_1=(5/7)^2=0.510$.

\emph{Longitudinal factor.} Here $\sqrt{R_1R_2}=0.07143$ and $\ln[1/(R_1R_2)]=5.278$, so
\begin{equation}
K_z=\left[\frac{0.8143\times0.9286}{0.07143\times5.278}\right]^2=4.02 .
\end{equation}
The mirror loss is $5.278/(2L)=66.0$ cm$^{-1}$ and $g_{th}=76.0$ cm$^{-1}$.

\emph{Transverse factor.} The self-consistent threshold has $g_0=96.6$ cm$^{-1}$ and $s=(0.00570-0.01376i)\ \mu$m$^{-2}$. The near field is 22 $\mu$m wide at half intensity, and $K_x=0.01489/0.00570=2.61$. The total is $K=10.5$.

The assumed absorption is low for these inputs. Fermi occupations give $f_c-f_v\le\tanh[(\Delta F-h\nu)/4k_BT]=0.36$, so with an unchanged band gap, unfilled bands would absorb at least $g_0/0.36$. Setting the absorption to this limit gives 308 cm$^{-1}$, $g_0=111$ cm$^{-1}$ and a near field 17 $\mu$m wide. $K_x$ and the linewidth below stay the same, because the parabola's curvature drops out of $K_x$ and $g_{th}$ is fixed by the losses.

\emph{Linewidth.} Equation (\ref{eq:nsp}) gives $n_{sp}=1.285$. Without $K$ the emission rate is $vn_{sp}g_{th}=4.18\times10^{11}$ s$^{-1}$; with it, $4.39\times10^{12}$ s$^{-1}$. The mode holds $N=P/(h\nu v\alpha_m)=1.00\times10^5$ photons. Then
\begin{equation}
\Delta\nu=\frac{4.39\times10^{12}\times2}{4\pi\times1.00\times10^5}\ \mathrm{s^{-1}}\simeq7.0\ \mathrm{MHz},
\end{equation}
against 0.66 MHz without the excess factor.

\emph{Effect of the coating.} With both facets bare, $K_z=1.04$, $\alpha_m=16.8$ cm$^{-1}$ and $g_{th}=26.8$ cm$^{-1}$. At the same $P$, $n_{sp}$, $\alpha$ and $K_x$, the coated laser is broader by a factor of 43: 3.9 from $K_z$ and 11 from $g_{th}\alpha_m$.

\emph{Neglected effects.} If the mean intensity is half the saturation intensity, the gain varies along $z$. With emission weighted by local gain, the longitudinal factor becomes 4.56, a rise of 13\%. The saturated mode also stores about 12\% more photons at the same output power, so the linewidth rises by less than 2\%. A $\mathrm{sech}^2$ gain profile with the same $w$ and unpumped absorption gives $K_x=3.19$, up 22\%. Letting emission vary in proportion to $g(x)+50$ cm$^{-1}$ in that guide, which keeps it positive, and scaling it to $n_{sp}g_0$ on axis multiplies the rate by 1.09. If gain fluctuations in the parabolic guide vary as $g(x)+50$ cm$^{-1}$ instead of being uniform, the effective Henry factor is 1.11 and the linewidth rises by 11\%. The last three results depend on the assumed unpumped absorption: at the Fermi limit of 308 cm$^{-1}$, $K_x$ is 2.93, the emission factor 1.34 and the effective Henry factor 1.06. (With symmetric Fermi occupations the emission at that limit varies as the square of $g(x)+308$ cm$^{-1}$, and its factor is 1.24.) Simply multiplied, the changes in linewidth give a factor of about 1.5, or 1.6 at the Fermi limit. The effective Henry factor used here is a low estimate, because saturation depletes carriers where the mode is intense. For fluctuations shaped as $g(x)|u|^2$, with no carrier diffusion, it is 1.52 and the linewidth rises by 66\% (1.62 and 81\% at the Fermi limit); a diffusion length of 10 $\mu$m gives 1.23 and 25\%, and one of 25 $\mu$m returns 1.11. Without diffusion the combined factor is 2.2, or 2.7 at the Fermi limit, so the model supports a width between about 10 and 20 MHz. Fast standing-wave terms leave $K_z$ at 4.02, and thermal photons number $4\times10^{-15}$ per mode. At 150 K, with photon energy and quasi-Fermi excess held fixed, $n_{sp}$ would be 1.86.

\emph{The real case.} PbTe diode lasers are cooled mid-infrared devices, and the photon energy and index used here are roughly theirs. The 1\% coating is a deliberate choice of strong outcoupling; a bare PbTe cavity has a longitudinal factor close to one in this model. The result is sensitive to $\alpha$, whose value is assumed here. Taking $\alpha=3$ with $g_{th}$, $n_{sp}$ and $P$ fixed multiplies the linewidth by $(6.243\times10)/(2.613\times2)\simeq12$, to about 80 MHz in the parabolic guide. The near field is then 27 $\mu$m wide, more than $w$, and the $\mathrm{sech}^2$ profile gives $K_x=9.0$ and about 120 MHz. Real stripes can also lase in several modes, which breaks the single-mode assumption, and current and temperature noise add width that is not computed here. Band anisotropy and valley structure enter through the assumed gain, $n_{sp}$ and $\alpha$. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
TESTS
photons, master equation: 1.9915
largest rel. error, K_z by diagonalization: 2.3e-04
K_z closed form, r1=0.7 r2=0.1: 3.9936
K from steady noise, same cavity: 3.9932
K from line-centre response, same cavity: 3.9932
largest rel. error, K_x by differences: 3.7e-05
K_x with strong index guide: 1.0001
linewidth, Fokker-Planck / formula: 1.0010
K_x FOR HENRY FACTOR 0, 1, 3
1.414  2.613  6.243
EXAMPLE INPUTS (rough or assumed)
photon energy: 0.22 eV, temperature: 77 K
index: 6.0, group index: 7.0
cavity length: 400 um, gain-profile scale w: 25 um
coated facet R2: 0.010, Henry factor: 1.0
internal loss: 10 /cm
unpumped absorption: 50 /cm
quasi-Fermi excess over photon energy: 10 meV
total output power: 1.0 mW
EXAMPLE RESULTS
vacuum wavelength: 5.636 um
bare facet R1: 0.5102
mirror loss: 65.98 /cm
threshold modal gain: 75.98 /cm
peak gain on axis: 96.55 /cm
s: 0.00570 -0.01376 i /um^2
near-field intensity FWHM: 22.06 um
inversion factor n_sp: 1.285
K_z with both facets bare: 1.0383
K_z with coated facet: 4.0224
K_x: 2.6131, total K: 10.511
share of output from coated facet: 0.9352
photons in mode: 1.004e+05
emission rate without K: 4.180e+11 /s
emission rate with K: 4.394e+12 /s
linewidth without K: 0.663 MHz
linewidth with K: 6.964 MHz
NEGLECTED EFFECTS
K_z, mean intensity 0.5 of saturation: 4.5584
K_z with fast standing-wave terms: 4.0224
K_x for sech^2 gain profile: 3.1947
peak gain for sech^2 profile: 96.51 /cm
emission factor, carrier profile: 1.0923
Henry factor if gain profile scales: 1.1067
its linewidth factor: 1.1124
thermal photons per mode: 4.0e-15
n_sp at 150 K, same excess: 1.856
paraxial parameter |s|/k^2: 3.3e-04
\end{verbatim}
